# Spreading Resistance of an Isothermal Disc Heater on a Layered Half-Space, part 1

(Sections cited here and not found follow in the second part.)

A flat disc heater of radius $a$ lies on a thick stack of thin layers, all parallel to the surface. The stack repeats with period $P$. Within one period, layer $i$ has thickness $d_i$ and isotropic thermal conductivity $k_i$, and the interface below it has thermal resistance $R_i$ per unit area. Heat flows at the steady rate $Q$ from the disc into the stack. No heat crosses the surface outside the disc.

Temperatures $T$ are measured from the ambient value reached far away. The disc is at the uniform temperature $\Delta T$, and its spreading resistance is $R=\Delta T/Q$. Fourier's law holds in every layer, and the conductivities don't depend on temperature until part (j). The depth $z$ is positive into the stack, and $r$ is the distance from the disc axis.

The example is a heater on a phase-change superlattice, with round parameters: $a=50$ nm, and two layers per period, each 4 nm thick, with conductivities 1 and 2 W/(m K). Every interface has 5 m²K/GW, and 50 µW enters the stack.

## First half: the smooth medium and the response of the layers

### (a) Two conductivities

**Find the effective conductivities of the stack for a uniform temperature gradient along the layers and for a uniform heat flux across them.**

*Solution.* With a gradient $G$ along the layers, no heat crosses the interfaces, so there is no temperature jump and every layer has the same gradient. Layer $i$ carries a heat current $k_id_iG$ per unit width. Dividing the sum by $P$ gives the mean flux $k_rG$, with

$$k_r=\frac1P\sum_i k_id_i .$$

Across the layers the flux $q$ is common to all of them, and the temperature drops add. One period drops $q\sum_i(d_i/k_i+R_i)$, which must equal $qP/k_z$:

$$k_z=\frac{P}{\sum_i\left(d_i/k_i+R_i\right)} .$$

An interface resistance of 1 m²K/GW equals that of 1 nm of material with 1 W/(m K). In these units the example gives

$$k_r=\frac{4\cdot1+4\cdot2}{8}=1.5,\qquad k_z=\frac{8}{4+5+2+5}=0.5\ \text{W/(m K)} .$$

The interfaces supply 10 of the 16 units of series resistance and nothing to the in-plane conduction, so they cause most of the anisotropy.

Under a disc the gradient is not uniform. Parts (b) to (e) treat a homogeneous body with these two conductivities. Whether the real layers may be replaced by it is settled in parts (f) to (i).

### (b) A point source on the surface

**A homogeneous half-space conducts with $k_r$ along the surface and $k_z$ in depth. Find the temperature produced by a heat current $Q$ entering at one surface point.**

*Solution.* The flux has components $-k_r\nabla_\perp T$ and $-k_z\partial_zT$, where $\nabla_\perp$ acts in the plane. Conservation of heat requires

$$k_r\nabla_\perp^2T+k_z\partial_z^2T=0 .$$

Define $s=\sqrt{k_r/k_z}$ and the stretched depth $\zeta=sz$. Then $\partial_z^2=s^2\partial_\zeta^2$ and $k_zs^2=k_r$, so the equation becomes

$$k_r\left(\nabla_\perp^2+\partial_\zeta^2\right)T=0 .$$

This is Laplace's equation. Its point-source solution is

$$T=\frac{C}{\sqrt{r^2+\zeta^2}}=\frac{C}{\sqrt{r^2+s^2z^2}} .$$

It is even in $z$, so $\partial_zT=0$ at $z=0$ for $r>0$, as the adiabatic surface demands.

The constant follows from the heat passing through a plane at depth $z$. The downward flux there is

$$-k_z\partial_zT=\frac{k_zCs^2z}{(r^2+s^2z^2)^{3/2}} ,$$

and its integral over the plane must be $Q$:

$$Q=2\pi k_zCs^2z\int_0^\infty\frac{r\,dr}{(r^2+s^2z^2)^{3/2}}
=2\pi k_zCs^2z\,\frac1{sz}=2\pi k_zs\,C .$$

Write $\kappa=k_zs$. Since $k_z\sqrt{k_r/k_z}=\sqrt{k_rk_z}$,

$$T=\frac{Q}{2\pi\kappa\sqrt{r^2+s^2z^2}},\qquad \kappa=\sqrt{k_rk_z} .$$

In the steady state, surface temperatures cannot distinguish the anisotropic body from an isotropic one of conductivity $\kappa$. Stretching restores the isotropic equation, and the factor $s$ from the depth derivative turns $k_z$ into the geometric mean.

### (c) The disc

**Show that the flux**

$$q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}}\qquad(r<a)$$

**carries the total heat $Q$ and heats the disc uniformly. Find the spreading resistance.**

*Solution.* The total is

$$\int_0^a2\pi r\,q\,dr=\frac Qa\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}=\frac Qa\,a=Q .$$

Choose a point of the disc at distance $r_0$ from its centre. Let $\ell$ and $\varphi$ be polar coordinates about this point, with $\varphi=0$ pointing away from the centre. The area element is $\ell\,d\ell\,d\varphi$. By part (b) each element contributes $q/(2\pi\kappa\ell)$ times its area, so the factor $\ell$ cancels:

$$T(r_0)=\frac1{2\pi\kappa}\int d\varphi\int q\,d\ell .$$

Directions $\varphi$ and $\varphi+\pi$ together form a full chord. Let $\ell$ be negative on the second part and let $\varphi$ run from 0 to $\pi$. On the chord $r^2=r_0^2+\ell^2+2r_0\ell\cos\varphi$, so

$$a^2-r^2=\left(a^2-r_0^2\sin^2\varphi\right)-\left(\ell+r_0\cos\varphi\right)^2=L^2-x^2 ,$$

where $x=\ell+r_0\cos\varphi$ is measured from the middle of the chord and $L$ is half its length. Every chord gives the same integral,

$$\int_{-L}^{L}\frac{dx}{\sqrt{L^2-x^2}}=\pi .$$

The integral over $\varphi$ supplies another $\pi$. Hence

$$T(r_0)=\frac1{2\pi\kappa}\,\frac{Q}{2\pi a}\,\pi^2=\frac{Q}{4\kappa a},$$

independent of $r_0$. The resistance is

$$\boxed{R=\frac1{4\kappa a}=\frac1{4a\sqrt{k_rk_z}}}$$

For $k_r=k_z=k$ it becomes $1/(4ka)$. Halving either conductivity alone raises $R$ by a factor $\sqrt2$. The flux grows without limit towards the rim, though its integral is finite. This rim will matter when the layers have finite thickness.

### (d) Uniqueness and the shape of the hot region

**Show that no other temperature field meets the same conditions. Find the depth on the axis and the radius on the surface at which the temperature is half that of the disc.**

*Solution.* Let $w$ be the difference of two solutions with the same $\Delta T$. It vanishes on the disc, has no normal flux outside it, and falls at least as fast as the inverse distance. Multiplying the heat equation by $w$ and integrating by parts gives

$$\int\left[k_r|\nabla_\perp w|^2+k_z(\partial_zw)^2\right]dV=\text{surface terms}.$$

The term on the disc vanishes because $w=0$, and that on the free surface because the flux is zero. On a distant hemisphere of radius $D$, $w$ times its gradient falls as $D^{-3}$ while the area grows as $D^2$. Around the rim, a tube of radius $\epsilon$ has area proportional to $\epsilon$ and flux growing no faster than $\epsilon^{-1/2}$, so its term vanishes as well. The integrand is non-negative, so $w$ is constant, and being zero on the disc it is zero everywhere.

On the axis the sources give, with $h=sz$,

$$T=\frac{Q}{2\pi\kappa a}\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}\sqrt{r^2+h^2}} .$$

Substitute $v=\sqrt{a^2-r^2}$, so that $r\,dr=-v\,dv$:

$$T=\frac{Q}{2\pi\kappa a}\int_0^a\frac{dv}{\sqrt{a^2+h^2-v^2}}
=\frac{Q}{2\pi\kappa a}\arctan\frac a{sz} .$$

The last step uses $\arcsin(a/\sqrt{a^2+h^2})=\arctan(a/h)$. Dividing by $\Delta T=Q/(4\kappa a)$ gives $T/\Delta T=(2/\pi)\arctan(a/sz)$. This is one half at $z=a/s$.

For a surface point at $r_0>a$ the chord argument still works. Lines from that point meet the disc within an angle $\arcsin(a/r_0)$ on either side of the direction to the centre, and each chord contributes $\pi$. Therefore

$$\frac{T}{\Delta T}=\frac2\pi\arcsin\frac a{r_0}\qquad(z=0,\ r_0>a),$$

which is one half at $r_0=\sqrt2\,a$. The surface profile contains no conductivity, while the depth profile is compressed by $s$.

### (e) Numbers for the smooth medium

**Evaluate the resistance and the temperature rise for the example. Compare with isotropic formulas.**

*Solution.* The geometric mean is $\kappa=\sqrt{1.5\cdot0.5}=0.866$ W/(m K), and

$$R=\frac1{4\cdot0.866\ \text{W/(m K)}\cdot50\ \text{nm}}=5.77\ \text{K/µW}=5.77\times10^6\ \text{K/W}.$$

The rise is $50\cdot5.774=289$ K, so with ambient at 300 K the heater stands at 589 K. With $s=1.73$, the half-temperature depth is 28.9 nm and the half-temperature radius is 70.7 nm.

For the same radius, $k_r$ alone would give 3.33 K/µW and $k_z$ alone 10.0 K/µW. The directional average $(2k_r+k_z)/3=1.167$ W/(m K) would give 4.29 K/µW, which is 26% below the anisotropic result.

### (f) What the real layers present to the surface

**Take a temperature that varies along the surface as $J_0(\lambda r)$. Show that for small $\lambda P$ the ratio of surface flux to surface temperature tends to $\kappa\lambda$, starting from the separate layers.**

*Solution.* Write $T=\Theta(z)J_0(\lambda r)$ and the downward flux as $\Phi(z)J_0(\lambda r)$. Because $\nabla_\perp^2J_0(\lambda r)=-\lambda^2J_0(\lambda r)$, Fourier's law and conservation of heat give

$$\Theta'=-\frac{\Phi}{k},\qquad \Phi'=-k\lambda^2\Theta .$$

The ratio $Y=\Phi/\Theta$ then obeys

$$Y'=\frac{\Phi'}{\Theta}-\frac{\Phi\Theta'}{\Theta^2}=\frac{Y^2}{k}-k\lambda^2 .$$

An interface leaves $\Phi$ continuous and makes $\Theta$ drop by $R_i\Phi$. It acts as a very thin layer with series resistance $R_i$ and no lateral conductance. Let $\rho(z)$ be the resistivity $1/k$ with these thin layers included. Over one period

$$\int\rho\,dz=\frac P{k_z},\qquad \int k\,dz=k_rP .$$

For the solution that decays with depth, $(\Phi\Theta)'=-k\lambda^2\Theta^2-\rho\Phi^2$ is negative and $\Phi\Theta$ ends at zero. So $\Phi\Theta>0$ and $Y>0$. The material below $z$ and below $z+P$ is the same, so $Y$ has period $P$. Integrating $Y'=\rho Y^2-k\lambda^2$ over a period gives zero on the left, hence

$$\int\rho Y^2dz=\lambda^2k_rP,\qquad
\frac{\int\rho Y^2dz}{\int\rho\,dz}=k_rk_z\lambda^2=\kappa^2\lambda^2 .$$

The resistance-weighted root mean square of $Y$ is thus $\kappa\lambda$ at any $\lambda$. It remains to bound the variation of $Y$ within a period. The rises of $Y$ add up to at most $\int\rho Y^2dz=k_rP\lambda^2$. A periodic function cannot range further than its total rise, and its root mean square lies within that range. Therefore

$$|Y-\kappa\lambda|\le k_rP\lambda^2 .$$

For $\lambda P\to0$ this is negligible beside $\kappa\lambda$. A homogeneous anisotropic body has $\Theta\propto e^{-s\lambda z}$ and $Y=k_zs\lambda=\kappa\lambda$, so slowly varying surface patterns cannot distinguish it from the stack. The geometric mean arises because lateral conductance drives $Y$ one way, series resistance drives it the other way, and the two balance over a period.

## Second half: layers of finite thickness and the device

The first half defined the in-plane conductivity $k_r$, the cross-plane conductivity $k_z$, their geometric mean $\kappa=\sqrt{k_rk_z}$ and $s=\sqrt{k_r/k_z}$. A disc of radius $a$ on the smooth medium has $R=1/(4\kappa a)$ and flux $q=Q/(2\pi a\sqrt{a^2-r^2})$. In a stack of period $P$, a surface pattern $J_0(\lambda r)$ has flux-to-temperature ratio $Y$, with $Y'=\rho Y^2-k\lambda^2$ and $|Y-\kappa\lambda|\le k_rP\lambda^2$. Here $\rho$ is the resistivity including interfaces. In the example $a=50$ nm, $P=8$ nm and $\kappa=0.866$ W/(m K).

### (g) The first trace of the layers

**Write $Y=\kappa\lambda+c\lambda^2+\dots$ at the surface. Find $c$ for each choice of top layer.**

*Solution.* Put $Y=\kappa\lambda+\lambda^2y(z)$ plus terms of order $\lambda^3$. The equation for $Y'$ gives $y'=\kappa^2\rho-k$, so

$$y(z)=c+g(z),\qquad g(z)=\int_0^z(\kappa^2\rho-k)\,dz' .$$

Over a period $g$ returns to zero, because $\kappa^2P/k_z=k_rP$. The exact relation $\int\rho Y^2dz=\kappa^2\lambda^2\int\rho\,dz$ from part (f), taken at order $\lambda^3$, requires $2\kappa\int\rho y\,dz=0$. Hence

$$c=-\frac{\int\rho g\,dz}{\int\rho\,dz} .$$

In the example $\kappa^2=0.75$. With the 1 W/(m K) layer on top, the elements in order are layer, interface, layer, interface. Their resistances are 4, 5, 2, 5 and their lateral conductances 4, 0, 8, 0. The steps of $g$ are $-1$, $+3.75$, $-6.5$, $+3.75$. Its average values within the elements are $-0.5$, $0.875$, $-0.5$, $-1.875$, so

$$c=-\frac{4(-0.5)+5(0.875)+2(-0.5)+5(-1.875)}{16}=0.50\ \text{nm W/(m K)} .$$

With the other layer on top, the resistances are 2, 5, 4, 5 and the averages $-3.25$, $-4.625$, $-3.25$, $-1.875$. This gives $c=52/16=3.25$ nm W/(m K). In this example, with equal thicknesses and equal interfaces, the better conductor next to the heater raises the surface response more.

### (h) From surface patterns to the disc

Parts (a) to (g) have given the disc's resistance on the smooth medium, $1/(4\kappa a)$, and the response of the real layers to slowly varying surface patterns, $Y=\kappa\lambda+c\lambda^2+\dots$. It remains to carry this response over to the disc, to find how fast its resistance approaches the smooth-medium value, and to estimate the effects left out for a real device.

Numbers in the example were calculated in double precision.
